# Why second-order desorption peaks shift with coverage and first-order peaks do not: a program that tests the result

```python
"""
Thermal desorption during a linear ramp T = T0 + beta*t.
Rate law: -dtheta/dt = nu * theta**n * exp(-E/kT), theta = H atoms per site.
Result under test, with x = E/kT, y = (nu/beta)(kT^2/E)exp(-x) and
g = (E/kT^2) exp(x) * integral of exp(-E/kT') dT' up to T:
  first order  : peak where y = 1, whatever the initial coverage theta0
  second order : peak where theta0*y*(2-g) = 1, so that
                 dTp/dln(theta0) = -Tp*(2-g)/(x+4)
Recombination is second order only if pairs form at random; a dimer model
with pairing energy eps joins the second-order and first-order limits.
Peaks are found independently by integrating the rate equations.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import expn

kB = const.k / const.e            # eV/K
E = 2.5                           # eV, rough value for H2 from Si(100)
nu = 1.0e15                       # 1/s, rough
beta = 2.0                        # K/s
eps_pair = 0.25                   # eV, rough pairing energy
coverages = [1.0, 0.5, 0.2, 0.1, 0.05]
T_grid = np.arange(500.0, 1000.01, 0.25)


def x_of(T):
    return E / (kB * T)


def y_of(T):
    return nu / beta * kB * T**2 / E * np.exp(-x_of(T))


def g_of(T):
    x = x_of(T)
    return x * np.exp(x) * expn(2, x)


def first_order(theta, T):
    return 1.0 + 0.0 * theta


def second_order(theta, T):
    return theta


def paired(eps):
    """Doubly occupied dimers per adsorbed-atom coverage, n2/theta."""
    def factor(theta, T):
        K = np.exp(eps / (kB * T))
        root = np.sqrt(1 + 4 * (K - 1) * theta * (1 - theta))
        return 1 - 2 * (1 - theta) / (1 + root)
    return factor


def desorb(factor, theta0, repulsion=0.0):
    """Integrate ln(theta) over the ramp; return ln(theta), ln(rate)."""
    def per_atom(theta, T):
        barrier = E - repulsion * theta
        return nu * np.exp(-barrier / (kB * T)) * factor(theta, T)

    def rhs(T, u):
        return [-per_atom(np.exp(u[0]), T) / beta]

    sol = solve_ivp(rhs, (T_grid[0], T_grid[-1]), [np.log(theta0)],
                    method="DOP853", t_eval=T_grid, rtol=1e-10,
                    atol=1e-10, max_step=4.0)
    assert sol.success
    log_theta = sol.y[0]
    log_rate = log_theta + np.log(per_atom(np.exp(log_theta), T_grid))
    return log_theta, log_rate


def peak(log_rate):
    """Temperature of the maximum, by a parabola through three points."""
    i = int(np.argmax(log_rate))
    a, b, c = log_rate[i - 1:i + 2]
    return T_grid[i] + 0.5 * (T_grid[1] - T_grid[0]) * (a - c) / (a - 2*b + c)


# The integral function g: quadrature, bounds and its differential equation
for T in (600.0, 800.0, 950.0):
    integral = quad(lambda s: np.exp(E / kB * (1 / T - 1 / s)),
                    T / 3, T, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    assert abs(integral * E / (kB * T**2) / g_of(T) - 1) < 1e-7
    assert 0 < g_of(T) < 1
    assert abs(g_of(T) - (1 - 2 / x_of(T))) < 6 / x_of(T)**2
    h = 1e-4
    dg = (g_of(T * np.exp(h)) - g_of(T * np.exp(-h))) / (2 * h)
    assert abs(dg - (x_of(T) - (x_of(T) + 2) * g_of(T))) < 1e-6

# Peak conditions against the integrated rate equations
T1 = brentq(lambda T: np.log(y_of(T)), 550, 990)
T2_formula, T2_ode, T1_ode, left2 = [], [], [], []
curves1, curves2 = {}, {}
for th0 in coverages:
    lt1, lr1 = desorb(first_order, th0)
    lt2, lr2 = desorb(second_order, th0)
    curves1[th0], curves2[th0] = lr1, lr2
    for lr in (lr1, lr2):         # a single maximum in each curve
        assert np.count_nonzero(np.diff(np.sign(np.diff(lr)))) == 1
    Tp = brentq(lambda T: np.log(th0 * y_of(T) * (2 - g_of(T))), 550, 990)
    T1_ode.append(peak(lr1))
    T2_ode.append(peak(lr2))
    T2_formula.append(Tp)
    assert abs(T1_ode[-1] - T1) < 0.01
    assert abs(T2_ode[-1] - Tp) < 0.01
    remaining1 = np.exp(np.interp(T1, T_grid, lt1)) / th0
    remaining2 = np.exp(np.interp(Tp, T_grid, lt2)) / th0
    left2.append(remaining2)
    assert abs(remaining1 - np.exp(-g_of(T1))) < 1e-3
    assert abs(remaining2 - (1 - g_of(Tp) / 2)) < 1e-3
assert all(np.diff(T2_ode) > 0)   # coverages are listed in falling order

# Shift per unit ln(theta0), by finite difference of integrated peaks
mid, step = 0.2, 0.1
up = peak(desorb(second_order, mid * np.exp(step))[1])
down = peak(desorb(second_order, mid * np.exp(-step))[1])
slope_ode = (up - down) / (2 * step)
Tm = T2_formula[coverages.index(mid)]
slope_formula = -Tm * (2 - g_of(Tm)) / (x_of(Tm) + 4)
assert abs(slope_ode / slope_formula - 1) < 5e-3

# Common tail for second order, constant ratio for first order
i_tail = int(np.argmin(abs(T_grid - 900.0)))
tail1 = np.exp(curves1[0.5][i_tail] - curves1[1.0][i_tail])
tail2 = np.exp(curves2[0.5][i_tail] - curves2[1.0][i_tail])
assert abs(tail1 - 0.5) < 1e-4 and tail2 > 0.95

# Energy from the slope of ln(theta0*Tp^2) against 1/Tp
Tarr = np.array(T2_ode)
E_fit = kB * np.polyfit(1 / Tarr, np.log(np.array(coverages) * Tarr**2), 1)[0]
bias = 2 / x_of(Tarr.mean())**2
assert abs(E_fit / E - 1 - bias) < 5e-4

# Pair statistics: random placement, and the dimer partition function
rng = np.random.default_rng(7)
n_dimers, fill = 200000, 0.3
sites = np.zeros(2 * n_dimers, dtype=int)
sites[:int(fill * 2 * n_dimers)] = 1
rng.shuffle(sites)
random_pairs = np.mean(sites.reshape(-1, 2).sum(axis=1) == 2)
assert abs(random_pairs - fill**2) < 0.003
K1 = np.exp(eps_pair / (kB * T1))
for z in (1e-6, 0.01, 0.1, 1.0, 5.0):
    Z = 1 + 2 * z + K1 * z**2
    theta, n2 = (z + K1 * z**2) / Z, K1 * z**2 / Z
    assert abs(theta * paired(eps_pair)(theta, T1) / n2 - 1) < 1e-6
dilute = 1e-5
assert abs(paired(eps_pair)(dilute, T1) / (K1 * dilute) - 1) < 0.01

# Same two-atom reaction, three pairing energies: does the peak move?
pair_peaks = {}
for eps in (0.0, eps_pair, 1.0):
    pair_peaks[eps] = [peak(desorb(paired(eps), th)[1]) for th in coverages]
pair_shift = {e: p[-1] - p[0] for e, p in pair_peaks.items()}
full_shift = T2_ode[-1] - T2_ode[0]
assert abs(pair_shift[0.0] - full_shift) < 0.01
assert abs(pair_shift[1.0]) < 0.5
assert pair_shift[1.0] < pair_shift[eps_pair] < pair_shift[0.0]


def local_order(theta):
    h = 1e-4
    f = paired(eps_pair)
    hi, lo = theta * np.exp(h), theta * np.exp(-h)
    return 1 + np.log(f(hi, T1) / f(lo, T1)) / (2 * h)


# Sizes of neglected effects
w_rep = 0.05                      # eV, barrier lowering at theta = 1
rep_peaks = [peak(desorb(first_order, th, w_rep)[1]) for th in (1.0, 0.1)]
assert rep_peaks[0] < rep_peaks[1]
volume, pump = 30.0, 100.0        # L and L/s
tau = volume / pump
nodes, weights = np.polynomial.laguerre.laggauss(24)


def rate_closed(T):
    return nu * np.exp(-x_of(T) - y_of(T) * g_of(T))


signal = sum(w * rate_closed(T_grid - beta * tau * s)
             for s, w in zip(nodes, weights) if beta * tau * s < 300)
lag = peak(np.log(np.maximum(signal, 1e-300))) - T1
assert abs(lag - beta * tau) < 0.1
mass_H2 = 2 * 1.008 * const.atomic_mass
v_mean = np.sqrt(8 * const.k * 300 / (np.pi * mass_H2))
area, stick = 1e-4, 1e-4          # m^2; sticking, generous rough value
return_ratio = stick * area * v_mean / 4 / (pump * 1e-3)
return_shift = return_ratio * T1 / (x_of(T1) + 2)
E_hop, nu_hop = 1.7, 1e13         # eV and 1/s, rough
lifetime = 1 / (nu * np.exp(-x_of(T1)))
hops = nu_hop * np.exp(-E_hop / (kB * T1)) * lifetime
spacing = 1 / (coverages[-1] * np.exp(-g_of(T1)))

print(f"Barrier E = {E:.2f} eV, prefactor nu = {nu:.1e} 1/s")
print(f"Heating rate = {beta:.1f} K/s, pairing energy = {eps_pair:.2f} eV")
print(f"First-order peak, formula = {T1:.2f} K")
print(f"x = E/kT at that peak = {x_of(T1):.2f}, g = {g_of(T1):.4f}")
print(f"Spread of integrated first-order peaks = {np.ptp(T1_ode):.4f} K")
print(f"First order: fraction left at peak = {np.exp(-g_of(T1)):.4f}")
print("Second order: theta0, Tp formula (K), Tp integrated (K), left/theta0")
for row in zip(coverages, T2_formula, T2_ode, left2):
    print("  {:.2f}  {:.2f}  {:.2f}  {:.4f}".format(*row))
print(f"Second-order shift, theta0 1 to 0.05 = {full_shift:.2f} K")
print(f"dTp/dln(theta0) at 0.2: formula = {slope_formula:.3f} K")
print(f"dTp/dln(theta0) at 0.2: integrated = {slope_ode:.3f} K")
T_red = brentq(lambda T: np.log(y_of(T)), 550, 990)
print(f"Second order, theta0=1, with g set to 1: Tp = {T_red:.2f} K")
print(f"Rate ratio theta0 0.5/1 at 900 K, first order = {tail1:.4f}")
print(f"Rate ratio theta0 0.5/1 at 900 K, second order = {tail2:.4f}")
print(f"E from ln(theta0*Tp^2) plot = {E_fit:.4f} eV")
print(f"Predicted relative bias of that E = {100 * bias:.3f} %")
print(f"Random placement at theta=0.3: pair fraction = {random_pairs:.4f}")
print(f"K = exp(eps/kT) at first-order peak = {K1:.1f}")
print("Partial pairing: theta0, Tp (K)")
for th0, Tp in zip(coverages, pair_peaks[eps_pair]):
    print(f"  {th0:.2f}  {Tp:.2f}")
for eps, shift in pair_shift.items():
    print(f"Shift, theta0 1 to 0.05, eps={eps:.2f} eV: {shift:.2f} K")
for th in (0.5, 0.05, 0.005):
    print(f"Local order at theta={th:.3f}, eps=0.25 eV: {local_order(th):.3f}")
print(f"Barrier lowered by {w_rep:.2f} eV * theta, first order:")
print(f"  Tp at theta0=1: {rep_peaks[0]:.2f} K, at 0.1: {rep_peaks[1]:.2f} K")
print(f"Pumping time = {tau:.2f} s, peak lag = {lag:.2f} K")
print(f"Readsorbed/desorbed (sticking {stick:.0e}) = {return_ratio:.1e}")
print(f"Peak shift from readsorption = {return_shift:.1e} K")
print(f"Atom lifetime at first-order peak = {lifetime:.1f} s")
print(f"Hops in that time (barrier {E_hop:.1f} eV, 1e13 1/s) = {hops:.0f}")
print(f"Random-walk reach = {np.sqrt(hops):.0f} sites")
print(f"Sites per atom at peak, theta0=0.05 = {spacing:.0f}")
print("every check passed")
```

It prints:

```
Barrier E = 2.50 eV, prefactor nu = 1.0e+15 1/s
Heating rate = 2.0 K/s, pairing energy = 0.25 eV
First-order peak, formula = 786.12 K
x = E/kT at that peak = 36.90, g = 0.9498
Spread of integrated first-order peaks = 0.0000 K
First order: fraction left at peak = 0.3868
Second order: theta0, Tp formula (K), Tp integrated (K), left/theta0
  1.00  785.13  785.13  0.5251
  0.50  799.33  799.33  0.5255
  0.20  818.89  818.89  0.5261
  0.10  834.32  834.32  0.5265
  0.05  850.32  850.32  0.5270
Second-order shift, theta0 1 to 0.05 = 65.18 K
dTp/dln(theta0) at 0.2: formula = -21.853 K
dTp/dln(theta0) at 0.2: integrated = -21.853 K
Second order, theta0=1, with g set to 1: Tp = 786.12 K
Rate ratio theta0 0.5/1 at 900 K, first order = 0.5000
Rate ratio theta0 0.5/1 at 900 K, second order = 0.9851
E from ln(theta0*Tp^2) plot = 2.5032 eV
Predicted relative bias of that E = 0.159 %
Random placement at theta=0.3: pair fraction = 0.0897
K = exp(eps/kT) at first-order peak = 40.1
Partial pairing: theta0, Tp (K)
  1.00  786.50
  0.50  788.20
  0.20  790.82
  0.10  793.58
  0.05  797.49
Shift, theta0 1 to 0.05, eps=0.00 eV: 65.18 K
Shift, theta0 1 to 0.05, eps=0.25 eV: 10.99 K
Shift, theta0 1 to 0.05, eps=1.00 eV: 0.03 K
Local order at theta=0.500, eps=0.25 eV: 1.158
Local order at theta=0.050, eps=0.25 eV: 1.345
Local order at theta=0.005, eps=0.25 eV: 1.750
Barrier lowered by 0.05 eV * theta, first order:
  Tp at theta0=1: 774.28 K, at 0.1: 784.95 K
Pumping time = 0.30 s, peak lag = 0.59 K
Readsorbed/desorbed (sticking 1e-04) = 4.4e-05
Peak shift from readsorption = 9.0e-04 K
Atom lifetime at first-order peak = 10.7 s
Hops in that time (barrier 1.7 eV, 1e13 1/s) = 1345
Random-walk reach = 37 sites
Sites per atom at peak, theta0=0.05 = 52
every check passed
```
